Force at a level crossing with integer and Fermi occupations

**The problem**

A nucleus moves along a coordinate x. Two electronic levels depend on its position and cross at x = 0:

ε_A = s_A x,  ε_B = s_B x,  D = s_A − s_B > 0.

Energies are measured from the crossing. Each level can hold two electrons, one of each spin, and there are two electrons in total. At x = 0 the levels therefore cross at the Fermi energy.

The model assumes that the electrons are independent, so the levels do not shift when their occupations change. It also assumes that the levels are not coupled to each other and that the occupations follow the nucleus without delay. All other forces on the nucleus are smooth in x and are left out. F denotes the force along +x.

(a) Let each spin state be either full or empty, with the lowest total energy. Find the energy and the force on both sides of the crossing. What happens at x = 0?

(b) Now let the occupations follow the Fermi function with smearing kT, at fixed electron number. Find the chemical potential μ and the occupations f_A and f_B per spin state.

(c) The force on the nucleus is the occupation-weighted sum F = −2(f_A s_A + f_B s_B). Of which energy is it the negative derivative? Write F as an explicit function of x.

(d) How steep is F(x) at the crossing, and over what distance does it change? What happens as kT → 0?

(e) What error results if the electronic energy E is differentiated instead?

(f) Evaluate the results for s_A = 1.5 eV/Å, s_B = −0.5 eV/Å and kT = 0.05 eV.

**Hints**

1. For (a), decide which level is lower for x < 0 and which for x > 0. Continuity of the energy says nothing about continuity of its slope.
2. For (b), the condition f_A + f_B = 1 and the symmetry of the Fermi function about μ fix μ without further calculation.
3. For (c), differentiate E − TS, including the change of the occupations, and use the Fermi function to simplify ln[f/(1 − f)].
4. For (d), express the progress of the force from one plateau to the other as a fraction between 0 and 1, and compare it with f_B.
5. For (e), notice that with linear levels E is simply related to xF.

**Solution**

**(a) Integer occupations.** Since ε_A − ε_B = Dx and D > 0, level A is the lower one for x < 0 and level B for x > 0. Both electrons go into the lower level:

E₀ = 2s_A x for x < 0,  E₀ = 2s_B x for x > 0.

Both expressions tend to zero at x = 0, so the energy is continuous. The force −dE₀/dx is

F = −2s_A for x < 0,  F = −2s_B for x > 0.

Going from left to right, it changes by

−2s_B − (−2s_A) = 2(s_A − s_B) = 2D.

This is a finite jump at a single point. At x = 0 the energy has a kink and no derivative. The levels are degenerate there, and different ways of filling them have the same energy but give different forces.

**(b) Fermi occupations.** The occupation of each spin state is

f_i = 1/(exp[(ε_i − μ)/kT] + 1).

Fermi occupations fix the electron number only as an average. Two electrons on average means 2f_A + 2f_B = 2, or f_B = 1 − f_A. The Fermi function obeys

1 − 1/(e^y + 1) = 1/(e^(−y) + 1),

so the condition requires (ε_B − μ) = −(ε_A − μ). Hence

μ = (ε_A + ε_B)/2 = (s_A + s_B)x/2.

The chemical potential lies midway between the levels, and level A is half the separation away from it:

ε_A − μ = (ε_A − ε_B)/2 = Dx/2.

With the abbreviation u = Dx/(4kT), the exponent (ε_A − μ)/kT equals 2u, and

f_A = 1/(e^(2u) + 1),  f_B = 1/(e^(−2u) + 1).

**(c) The force and its energy.** The electronic energy and entropy are

E = 2 Σ f_i ε_i,

S = −2k Σ [f_i ln f_i + (1 − f_i) ln(1 − f_i)],

where the sums run over A and B and the factors 2 count spin. Consider the free energy A = E − TS. The derivative of the square bracket with respect to f_i is

ln f_i + 1 − ln(1 − f_i) − 1 = ln[f_i/(1 − f_i)].

Therefore

dA/dx = 2 Σ f_i s_i + 2 Σ (df_i/dx) {ε_i + kT ln[f_i/(1 − f_i)]}.

The Fermi function gives f_i/(1 − f_i) = exp[−(ε_i − μ)/kT], so kT ln[f_i/(1 − f_i)] = μ − ε_i. Each curly bracket equals μ, and the second sum becomes

2μ Σ df_i/dx = μ d(2f_A + 2f_B)/dx = 0,

because the electron number is fixed. What remains is

F = −2 Σ f_i s_i = −dA/dx.

The force is the negative derivative of the free energy.

To make F explicit, write the occupations with the hyperbolic tangent:

1 − tanh u = 2e^(−u)/(e^u + e^(−u)) = 2/(e^(2u) + 1) = 2f_A.

Thus f_A = (1 − tanh u)/2 and f_B = 1 − f_A = (1 + tanh u)/2. Insertion gives

F = −s_A(1 − tanh u) − s_B(1 + tanh u)

F = −(s_A + s_B) + D tanh[Dx/(4kT)].

Far to the left tanh u → −1 and F → −2s_A. Far to the right tanh u → +1 and F → −2s_B. Smearing keeps both plateaus of part (a) and replaces the jump between them by a smooth step.

**(d) Steepness and width.** The derivative of tanh u is 1/cosh²u, and du/dx = D/(4kT), so

dF/dx = D²/(4kT cosh²u),

which at the crossing is D²/(4kT).

This slope is positive, so a displacement produces a change of force in its own direction. The two levels contribute −D²/(4kT) to the force constant at x = 0, and a smaller kT makes this contribution more negative.

For the width, the fraction of the step completed at x is

p = (F + 2s_A)/(2D) = (D + D tanh u)/(2D) = f_B.

From f_B = 1/(e^(−2u) + 1) follows p/(1 − p) = e^(2u), or u = ½ ln[p/(1 − p)]. The values p = 0.1 and p = 0.9 lie at u = −½ ln 9 and u = +½ ln 9. They are ln 9 apart in u, and since x = 4kT u/D the 10–90 % width is

w = 4kT ln 9/D.

The width is proportional to kT and the central slope to 1/kT. At any fixed x ≠ 0, |u| → ∞ as kT → 0, and the integer force returns. At x = 0 the force is −(s_A + s_B), the mean of the two plateaus, for every kT > 0.

In molecular dynamics, the nucleus must move much less than w in one time step if the change of force is to be resolved. The formula for w also assumes that the levels are straight over this distance. If they curve noticeably within w, u must be taken from the actual separation, u = (ε_A − ε_B)/(4kT), and s_A and s_B in F = −2(f_A s_A + f_B s_B) must be replaced by the local slopes dε_A/dx and dε_B/dx.

**(e) Differentiating E instead.** Because ε_i = s_i x,

E = 2x Σ f_i s_i = −xF.

The product rule then gives

−dE/dx = F + x dF/dx = F + xD²/(4kT cosh²u) = F + D u/cosh²u.

The last term is the error. It vanishes at x = 0 and far away, and has opposite signs on the two sides of the crossing.

The error matters for energy conservation. For a nucleus of mass M and velocity v, moving under F = −dA/dx,

d(½Mv² + A)/dt = v(M dv/dt + dA/dx) = v(F − F) = 0.

The conserved quantity is ½Mv² + A. Since E = A + TS, the sum ½Mv² + E varies along the path as TS does. At the crossing all occupations are ½, each square bracket in S equals −ln 2, and

TS = −2kT(−2 ln 2) = 4kT ln 2.

The same energy appears as the area between the sharp and the rounded force for x > 0:

∫₀^∞ D(1 − tanh u) dx = 4kT ∫₀^∞ (1 − tanh u) du = 4kT [u − ln cosh u]₀^∞ = 4kT ln 2.

The last step uses cosh u → e^u/2 for large u, so that ln cosh u → u − ln 2.

**(f) Numbers.** The slope difference is D = 1.5 + 0.5 = 2.0 eV/Å. With integer occupations,

F = −2 × 1.5 = −3.0 eV/Å for x < 0,

F = −2 × (−0.5) = +1.0 eV/Å for x > 0.

The jump is 4.0 eV/Å, or 6.41 nN.

The smearing kT = 0.05 eV corresponds to an electronic temperature of 580 K. The results below describe Fermi smearing as used in a calculation, not an isolated pair of electrons in equilibrium at 580 K. With exactly two electrons there are six fillings, equally likely at x = 0. Their forces differ from −(s_A + s_B) by −D once, by +D once and by 0 four times, so the variance of the force is D²/3. The central slope would then be D²/(3kT) = 26.7 eV/Å² and TS = kT ln 6 = 0.090 eV, in place of the values found below. At x = 0.05 Å,

u = 2.0 × 0.05/(4 × 0.05) = 0.5,

F = −1.0 + 2.0 × tanh 0.5 = −0.076 eV/Å.

Other positions follow in the same way:

x (Å) | f_A | F (eV/Å)
−0.20 | 0.982 | −2.928
−0.05 | 0.731 | −1.924
0 | 0.500 | −1.000
0.05 | 0.269 | −0.076
0.20 | 0.018 | 0.928

The central slope and the width are

dF/dx = 2.0²/(4 × 0.05) = 20 eV/Å²,

w = 4 × 0.05 × ln 9/2.0 = 0.22 Å = 22 pm.

Halving kT to 0.025 eV gives 40 eV/Å² and 0.11 Å. Doubling it to 0.1 eV gives 10 eV/Å² and 0.44 Å.

The entropy term at the crossing is TS = 4 × 0.05 × ln 2 = 0.139 eV. The error D u/cosh²u of −dE/dx has the u-derivative D(1 − 2u tanh u)/cosh²u, which vanishes where u tanh u = ½, at u ≈ ±0.77. The error is therefore largest in magnitude at x = 4kT u/D = ±0.077 Å, where it reaches 0.90 eV/Å, about 22 % of the full jump. The numerical check checks the forces, the central slope and the error formula against finite differences of numerically computed energies. It checks the width by root-finding on the occupation-weighted force, checks TS against the integrated area between the sharp and rounded forces, and locates the maximum of the error numerically.

**Variation 1: a reservoir fixes the chemical potential**

Suppose that many other states hold μ at the crossing energy, μ = 0, and that s_A > 0 > s_B. How does the rounding change?

The occupations are now f_i = 1/(exp[s_i x/kT] + 1), and the electron number in the two levels may vary. The energy to differentiate is Ω = E − TS − μN. The extra term −μN replaces each curly bracket of part (c) by μ − μ = 0, so again F = −2 Σ f_i s_i.

As kT → 0, only A is filled for x < 0 and only B for x > 0. The plateaus and the jump 2D are unchanged. At the crossing df_i/dx = −s_i/(4kT), and

dF/dx = (s_A² + s_B²)/(2kT) = (2.25 + 0.25)/0.10 = 25 eV/Å².

This exceeds the fixed-number slope by

(s_A² + s_B²)/(2kT) − (s_A − s_B)²/(4kT) = (s_A + s_B)²/(4kT),

which is 5 eV/Å² here and vanishes for s_B = −s_A. In that case the midpoint of the levels stays at μ = 0 for all x, and the two conditions coincide.

**Variation 2: coupled levels at zero temperature**

Let a constant matrix element V couple the two levels, with two electrons in the lower state and no smearing. Is the force still discontinuous?

The energies λ satisfy (λ − s_A x)(λ − s_B x) = V², with solutions

λ = (s_A + s_B)x/2 ± R,  R = √(D²x²/4 + V²).

The levels no longer meet; their smallest separation is 2|V|. The energy is twice the lower solution, and dR/dx = D²x/(4R), so

F = −(s_A + s_B) + 2 dR/dx = −(s_A + s_B) + D²x/(2R).

This is smooth for V ≠ 0. For large |x|, R → D|x|/2 and the old plateaus return. At x = 0, R = |V| and

dF/dx = D²/(2|V|).

For |V| = 0.10 eV this is 4.0/0.20 = 20 eV/Å², the same as for smearing with kT = 0.05 eV, because D²/(2|V|) = D²/(4kT) when |V| = 2kT. In this model the jump of part (a) therefore requires a true crossing, V = 0. A weak coupling removes the discontinuity but leaves a steep change of force.

Calculated quantities

```
slope sA = 1.50 eV/angstrom
slope sB = -0.50 eV/angstrom
slope difference D = 2.00 eV/angstrom
smearing kT = 0.050 eV, T = 580 K
integer force, x < 0: -3.000 eV/angstrom
integer force, x > 0: 1.000 eV/angstrom
force jump: 4.000 eV/angstrom = 6.41 nN
x (angstrom), fA, smeared force, integer force (eV/angstrom)
 -0.20  0.9820  -2.9281  -3.000
 -0.10  0.8808  -2.5232  -3.000
 -0.05  0.7311  -1.9242  -3.000
  0.00  0.5000  -1.0000  undefined
  0.05  0.2689  -0.0758  1.000
  0.10  0.1192   0.5232  1.000
  0.20  0.0180   0.9281  1.000
kT (eV), 10-90% width (angstrom), slope dF/dx (eV/angstrom^2)
0.025  0.1099  40.00
0.050  0.2197  20.00
0.100  0.4394  10.00
10-90% width at main kT = 22.0 pm
T*S at the crossing = 0.1386 eV
area between sharp and rounded force, x > 0 = 0.1386 eV
largest error of -dE/dx = 0.895 eV/angstrom
  found at x = 0.077 angstrom (and opposite at -x)
reservoir: slope dF/dx = 25.00 eV/angstrom^2
reservoir: total force change = 4.000 eV/angstrom
coupling V = 0.100 eV, zero temperature:
  slope dF/dx = 20.00 eV/angstrom^2
```
